# Transistor thermal resistance from low- and high-frequency output conductance: verification in Python

```python
"""Thermal resistance of a transistor from its output conductances.

Result under test:  R = (gL - gH) / (alpha * (I + V*gL))
  I, V   drain current and drain voltage; gate and source voltages are fixed
  gL     dI/dV along the steady self-heated curve (low frequency)
  gH     dI/dV at fixed channel temperature (high frequency)
  alpha  dI/dT at fixed voltages, at the operating channel temperature
  R      differential thermal resistance dT/dP at fixed ambient temperature
The model device has round parameters. Its heat path has a conductivity
proportional to 1/T; a linear path is used as a second case.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq

T_REF = 300.0        # K, reference temperature
T_AMB = 300.0        # K, ambient temperature
K_CUR = 2.0e-3       # A, current at 1 V overdrive before other factors
V_TH = 0.35          # V, threshold at T_REF
KAPPA = 5.0e-4       # V/K, fall of threshold with temperature
M_MOB = 1.5          # mobility exponent
A_OV = 1.3           # overdrive exponent
LAM = 0.1            # 1/V, output slope parameter
V_SAT = 0.25         # V, saturation scale
R_REF = 4.0e4        # K/W, thermal resistance at T_REF
C_TH = 2.5e-12       # J/K, heat capacity
VG, VD = 1.0, 1.0    # V, operating voltages


def current(v, temp, vg=VG):
    overdrive = vg - V_TH + KAPPA * (temp - T_REF)
    return (K_CUR * (temp / T_REF) ** (-M_MOB) * overdrive ** A_OV
            * np.tanh(v / V_SAT) * (1 + LAM * v))


def path_crystal(power, amb):
    return amb * np.exp(R_REF * power / T_REF)


def path_linear(power, amb):
    return amb + R_REF * power


def steady_temp(v, amb=T_AMB, vg=VG, path=path_crystal):
    def mismatch(temp):
        return temp - path(v * current(v, temp, vg), amb)
    return brentq(mismatch, amb - 1.0, amb + 400.0, xtol=1e-12, rtol=1e-14)


def steady_current(v, amb=T_AMB, vg=VG, path=path_crystal):
    return current(v, steady_temp(v, amb, vg, path), vg)


def slope(func, x, h):
    """Fourth-order central difference."""
    return (8 * (func(x + h) - func(x - h))
            - (func(x + 2 * h) - func(x - 2 * h))) / (12 * h)


def device_data(v, vg=VG, path=path_crystal):
    temp = steady_temp(v, T_AMB, vg, path)
    cur = current(v, temp, vg)
    g_low = slope(lambda x: steady_current(x, T_AMB, vg, path), v, 1e-3)
    g_high = slope(lambda x: current(x, temp, vg), v, 1e-3)
    alpha = slope(lambda x: current(v, x, vg), temp, 0.1)
    return temp, cur, g_low, g_high, alpha


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# Main result: extraction against the slope of the heat-path law
temp, cur, gL, gH, alpha = device_data(VD)
power = cur * VD
R_true = slope(lambda p: path_crystal(p, T_AMB), power, 1e-6)
R_ext = (gL - gH) / (alpha * (cur + VD * gL))
assert close(R_ext, R_true, 1e-6)
feedback = alpha * R_true * VD
assert close(gL, (gH + alpha * R_true * cur) / (1 - feedback), 1e-6)

# Steady coefficient measured by changing the ambient temperature
beta = slope(lambda a: steady_current(VD, amb=a), T_AMB, 0.1)
theta = slope(lambda a: path_crystal(power, a), T_AMB, 0.1)
R_amb = (gL - gH) / (beta * (cur + VD * gH))
assert close(beta, alpha * theta / (1 - feedback), 1e-6)
assert close(R_amb, R_true / theta, 1e-6)
lin = device_data(VD, path=path_linear)
beta_lin = slope(lambda a: steady_current(VD, amb=a, path=path_linear),
                 T_AMB, 0.1)
R_lin_iso = (lin[2] - lin[3]) / (lin[4] * (lin[1] + VD * lin[2]))
R_lin_amb = (lin[2] - lin[3]) / (beta_lin * (lin[1] + VD * lin[3]))
assert close(R_lin_iso, R_REF, 1e-6) and close(R_lin_amb, R_REF, 1e-6)

# Temperature rise by integrating conductance data over drain voltage
nodes, weights = np.polynomial.legendre.leggauss(30)
rise_int = 0.0
for x, w in zip(nodes, weights):
    v = 0.5 * VD * (x + 1)
    _, _, low, high, coef = device_data(v)
    rise_int += 0.5 * VD * w * (low - high) / coef
rise = temp - T_AMB
assert close(rise_int, rise, 1e-4)
R_chord = rise / power


# Nonlinear heating equation under a small sinusoidal drain voltage
def admittance(freq, stretch=1.0):
    """Stretch multiplies all temperature rises and divides heat capacity."""
    amp, omega = 1e-3, 2 * np.pi * freq

    def felt(t_chan):
        return T_AMB + (t_chan - T_AMB) / stretch

    def rate(t, y):
        u = felt(y[0])
        v = VD + amp * np.sin(omega * t)
        outflow = T_REF / R_REF * np.log(u / T_AMB)
        return [(v * current(v, u) - outflow) * stretch / C_TH]

    skip = int(np.ceil(20 * R_true * C_TH * freq))
    times = (skip + np.arange(256) / 256) / freq
    sol = solve_ivp(rate, (0, (skip + 1) / freq),
                    [T_AMB + stretch * rise], method="DOP853",
                    t_eval=times, rtol=1e-11, atol=1e-10,
                    max_step=1 / (20 * freq))
    assert sol.success
    drain = current(VD + amp * np.sin(omega * times), felt(sol.y[0]))
    return 2j / (256 * amp) * np.sum(drain * np.exp(-1j * omega * times))


tau = R_true * C_TH
tau_el = tau / (1 - feedback)
f_low, f_mid, f_high = 1e4, 1 / (2 * np.pi * tau_el), 1e8
Y = {}
for f in (f_low, f_mid, f_high):
    Y[f] = admittance(f)
    law = gH + (gL - gH) / (1 + 2j * np.pi * f * tau_el)
    assert abs(Y[f] - law) < 1e-4 * abs(gL - gH)
R_ac = ((Y[f_low].real - Y[f_high].real)
        / (alpha * (cur + VD * Y[f_low].real)))
assert close(R_ac, R_true, 1e-3)

# Same terminal response from a device with doubled thermal resistance
Y_double = admittance(f_mid, stretch=2.0)
assert abs(Y_double - Y[f_mid]) < 1e-5 * abs(gL - gH)


# Diffusive slab: how high must the upper frequency be for a 1 % error?
def slab_error(w):
    s = np.sqrt(1j * w)
    z = np.tanh(s) / s
    return (z * (1 - feedback) / (1 - feedback * z)).real


def slab_admittance(w, n=4000):
    """Finite-volume slab, heated at one face by the device itself."""
    h = 1.0 / n
    bands = np.zeros((3, n), complex)
    bands[0, 1:] = -1 / h
    bands[2, :-1] = -1 / h
    bands[1] = 2 / h + 1j * w * h
    bands[1, 0] = 1 / h + 0.5j * w * h - R_true * VD * alpha
    source = np.zeros(n, complex)
    source[0] = R_true * (cur + VD * gH)
    return gH + alpha * solve_banded((1, 1), bands, source)[0]


w_slab = brentq(lambda w: slab_error(w) - 0.01, 10.0, 1e6)
R_slab = ((gL - slab_admittance(w_slab).real)
          / (alpha * (cur + VD * gL)))
assert close(slab_admittance(0.0).real, gL, 1e-6)
assert abs(R_slab / R_true - 0.99) < 2e-5
w_asym = (1 - feedback) ** 2 / (2 * 0.01 ** 2)
assert close(w_slab, w_asym, 1e-3)
w_lump = np.sqrt(99.0) * (1 - feedback)
lump_y = ((gH + alpha * R_true * cur / (1 + 1j * w_lump))
          / (1 - feedback / (1 + 1j * w_lump)))
R_lump = (gL - lump_y.real) / (alpha * (cur + VD * gL))
assert abs(R_lump / R_true - 0.99) < 1e-5

# Errors from mixing up the coefficients or the conductances
R_wrong_g = (gL - gH) / (alpha * (cur + VD * gH))
R_wrong_b = (gL - gH) / (beta * (cur + VD * gL))
alpha_cold = slope(lambda x: current(VD, x), T_AMB, 0.1)
R_cold = (gL - gH) / (alpha_cold * (cur + VD * gL))

# Gate voltage at which the isothermal coefficient vanishes
vg_zero = brentq(lambda g: device_data(VD, vg=g)[4], 0.42, 0.60, xtol=1e-12)
zero = device_data(VD, vg=vg_zero)
assert abs(zero[2] - zero[3]) < 1e-6 * abs(zero[3])
below = device_data(VD, vg=vg_zero - 0.03)
above = device_data(VD, vg=vg_zero + 0.03)
assert below[4] > 0 and below[2] > below[3]
assert above[4] < 0 and above[2] < above[3]


def show(label, value, unit, digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("ambient and reference temperature", T_AMB, "K")
show("gate voltage", VG, "V")
show("drain voltage", VD, "V")
show("current prefactor", K_CUR * 1e3, "mA")
show("threshold at reference temperature", V_TH, "V")
show("threshold fall", KAPPA * 1e3, "mV/K")
show("mobility exponent", M_MOB, "")
show("overdrive exponent", A_OV, "")
show("output slope parameter", LAM, "1/V")
show("saturation scale", V_SAT, "V")
show("thermal resistance at reference temperature", R_REF, "K/W")
show("heat capacity", C_TH * 1e12, "pJ/K")
show("channel temperature", temp, "K")
show("temperature rise", rise, "K")
show("temperature rise from conductance integral", rise_int, "K")
show("drain current", cur * 1e3, "mA")
show("power", power * 1e3, "mW")
show("gL", gL * 1e6, "uS")
show("gH", gH * 1e6, "uS")
show("gL - gH", (gL - gH) * 1e6, "uS")
show("I + V gL", (cur + VD * gL) * 1e3, "mA")
show("I + V gH", (cur + VD * gH) * 1e3, "mA")
show("alpha, isothermal at channel temperature", alpha * 1e6, "uA/K")
show("alpha at ambient temperature", alpha_cold * 1e6, "uA/K")
show("beta, steady ambient coefficient", beta * 1e6, "uA/K")
show("theta", theta, "")
show("alpha R V", feedback, "")
show("R extracted", R_ext, "K/W", 6)
show("R from heat-path law", R_true, "K/W", 6)
show("chord resistance", R_chord, "K/W")
show("R/theta from beta and gH", R_amb, "K/W")
show("linear path, R from alpha and gL", R_lin_iso, "K/W")
show("linear path, R from beta and gH", R_lin_amb, "K/W")
show("wrong: alpha with gH, ratio to R", R_wrong_g / R_true, "", 4)
show("wrong: beta used as alpha, ratio to R", R_wrong_b / R_true, "", 4)
show("wrong: alpha at ambient, ratio to R", R_cold / R_true, "", 4)
show("thermal time R C", tau * 1e9, "ns")
show("electrical relaxation time tau'", tau_el * 1e9, "ns")
for f in (f_low, f_mid, f_high):
    print(f"Y at {f / 1e6:.5g} MHz: real {Y[f].real * 1e6:.3f} uS, "
          f"imaginary {Y[f].imag * 1e6:.3f} uS")
print(f"Y at {f_mid / 1e6:.5g} MHz, doubled R: real "
      f"{Y_double.real * 1e6:.3f} uS, imaginary {Y_double.imag * 1e6:.3f} uS")
show("R from lowest and highest frequency", R_ac, "K/W")
show("1 % error, lumped path: omega R C", w_lump, "", 4)
show("1 % error, slab: omega tau_s", w_slab, "", 4)
show("slab asymptotic estimate: omega tau_s", w_asym, "", 4)
show("slab solution at that frequency, R_est/R", R_slab / R_true, "")
show("gate voltage where alpha = 0", vg_zero, "V", 4)
show("gL there", zero[2] * 1e6, "uS")
show("gH there", zero[3] * 1e6, "uS")
print("verified")
```

Output:

```
ambient and reference temperature: 300 K
gate voltage: 1 V
drain voltage: 1 V
current prefactor: 2 mA
threshold at reference temperature: 0.35 V
threshold fall: 0.5 mV/K
mobility exponent: 1.5
overdrive exponent: 1.3
output slope parameter: 0.1 1/V
saturation scale: 0.25 V
thermal resistance at reference temperature: 40000 K/W
heat capacity: 2.5 pJ/K
channel temperature: 345.64 K
temperature rise: 45.638 K
temperature rise from conductance integral: 45.638 K
drain current: 1.0621 mA
power: 1.0621 mW
gL: -62.76 uS
gH: 102.25 uS
gL - gH: -165.01 uS
I + V gL: 0.9993 mA
I + V gH: 1.1643 mA
alpha, isothermal at channel temperature: -3.5831 uA/K
alpha at ambient temperature: -5.0232 uA/K
beta, steady ambient coefficient: -3.5431 uA/K
theta: 1.1521
alpha R V: -0.16513
R extracted: 46085 K/W
R from heat-path law: 46085 K/W
chord resistance: 42971 K/W
R/theta from beta and gH: 40000 K/W
linear path, R from alpha and gL: 40000 K/W
linear path, R from beta and gH: 40000 K/W
wrong: alpha with gH, ratio to R: 0.8583
wrong: beta used as alpha, ratio to R: 1.011
wrong: alpha at ambient, ratio to R: 0.7133
thermal time R C: 115.21 ns
electrical relaxation time tau': 98.884 ns
Y at 0.01 MHz: real -62.754 uS, imaginary 1.025 uS
Y at 1.6095 MHz: real 19.746 uS, imaginary 82.506 uS
Y at 100 MHz: real 102.209 uS, imaginary 2.655 uS
Y at 1.6095 MHz, doubled R: real 19.746 uS, imaginary 82.506 uS
R from lowest and highest frequency: 46071 K/W
1 % error, lumped path: omega R C: 11.59
1 % error, slab: omega tau_s: 6788
slab asymptotic estimate: omega tau_s: 6788
slab solution at that frequency, R_est/R: 0.99
gate voltage where alpha = 0: 0.4796 V
gL there: 14.859 uS
gH there: 14.859 uS
verified
```
